# Memory-polynomial predistortion by indirect learning, checked on fresh signals

A power amplifier can be linearized without a model of the amplifier itself. One records its drive \(u\) and its scaled output \(y\), fits a function \(F\) that recovers \(u\) from \(y\), and places a copy of \(F\) in front of the amplifier. If \(F\) is a memory polynomial, the fit is a linear least-squares problem. For the synthetic amplifier below, 25 complex coefficients lower the adjacent-channel power from −34.8 to −76.4 dBc on signals not used in the fit. A fall of 0.4 dB in saturated power at fixed small-signal gain, with \(F\) left unchanged, brings it back to −53.9 dBc.

## A predistorter by hand

Take a real amplifier without memory,

\[
P(u)=u-\tfrac14u^3 ,
\]

and measure it at \(u=1/2\) and \(u=1\). The outputs are \(y=15/32\) and \(y=3/4\). We seek \(F(y)=y+by^3\) with \(F(y)\approx u\). The coefficient must therefore match \(t=u-y\) to \(a=y^3\):

\[
a=(0.1030,\;0.4219),\qquad t=(0.03125,\;0.2500).
\]

Setting the derivative of \(\sum(t-ba)^2\) with respect to \(b\) to zero gives

\[
b=\frac{\sum at}{\sum a^2}=\frac{0.1087}{0.1886}=0.576 .
\]

Now copy \(F\) to the input and ask for an output \(x=0.6\), which was not in the data. The drive is \(0.6+0.576\times0.216=0.724\), and the amplifier returns \(0.724-0.724^3/4=0.629\). Without correction it returns \(0.546\). The error has changed from −0.054 to +0.029.

The remaining error comes from the shape of \(F\). For small signals \(u=y+u^3/4\approx y+y^3/4\), so the right coefficient there is \(1/4\). The fit chose a larger one because the large sample dominates the sums. For small \(x\) the corrected error, \((0.576-0.25)x^3\), is even larger than the uncorrected one, \(-0.25x^3\).

A second coefficient helps. With \(F(y)=y+b_1y^3+b_2y^5\), both data points can be matched:

\[
b_1+b_2y^2=\frac{t}{y^3}:\quad
b_1+0.2197\,b_2=0.3034,\quad b_1+0.5625\,b_2=0.5926 .
\]

Subtraction gives \(b_2=0.844\), and then \(b_1=0.118\). At \(x=0.6\) the drive is 0.691 and the output 0.609. The training error is zero, yet the error on the new value is +0.009. This is why a predistorter has to be judged on data outside the fit.

There is also a limit that no fit removes. The largest value of \(u-u^3/4\) for positive \(u\) up to its turning point occurs at \(u^2=4/3\) and is 0.770. An output of 0.8 cannot be reached on this branch.

### Adding memory

Let the drive first pass through a short filter, \(v[n]=u[n]+\alpha u[n-1]\), and let \(y=v-v^3/4\). To leading order in the cubic term, \(v\approx y+y^3/4\). To first order in \(\alpha\), \(u[n]\approx v[n]-\alpha v[n-1]\). Hence

\[
u[n]\approx y[n]+\tfrac14y[n]^3-\alpha y[n-1]-\tfrac{\alpha}{4}y[n-1]^3 .
\]

Each term contains one delay and one odd power. A sum of such terms is a memory polynomial.

If the filter instead follows the nonlinearity, we must undo it first: \(q[n]\approx y[n]-\alpha y[n-1]\), then \(u\approx q+q^3/4\). Expanding the cube produces \(-\tfrac{3\alpha}{4}y[n]^2y[n-1]\), which mixes two delays. A memory polynomial has no such term, so it can only approximate this inverse.

## The general fit

A radio signal is described by a complex envelope. Rotating the drive by a constant phase must rotate the output by the same phase, which the terms \(y|y|^{2k}\) respect. With delays \(m\) and orders \(2k+1\),

\[
F(y)[n]=\sum_{m=0}^{M-1}\sum_{k=0}^{K-1}w_{mk}\,y[n-m]\,|y[n-m]|^{2k}.
\]

Here \(M=K=5\): delays from zero to four samples and orders one to nine. Signals are periodic and delays wrap around, so their spectra need no window.

The \(n\) samples of each term form one column of a matrix. Since the powers have very different sizes, each column is divided by its rms value. Call the result \(A\) and the scaled weights \(c\). Regularized least squares minimizes

\[
J(c)=\frac1n\|u-Ac\|^2+\lambda\|c\|^2 .
\]

Replace \(c\) by \(c+\delta\) and collect terms:

\[
J(c+\delta)=J(c)+2\,\mathrm{Re}\,\delta^\dagger\!\left[Gc+\lambda c-\tfrac1nA^\dagger u\right]
+\delta^\dagger(G+\lambda I)\delta,\qquad G=\tfrac1nA^\dagger A .
\]

The linear term must vanish for every complex \(\delta\), so the bracket is zero:

\[
(G+\lambda I)\,c=\tfrac1nA^\dagger u .
\]

For \(\lambda>0\) the quadratic term is positive, and this is the unique minimum. Along an eigenvector of \(G\) with eigenvalue \(s^2>0\), the penalty multiplies the unregularized weight by \(s^2/(s^2+\lambda)\). Well-excited combinations are hardly changed, while combinations with \(s^2\ll\lambda\) are suppressed. Numerically it is better to solve the least-squares problem for \(A/\sqrt n\) stacked on \(\sqrt\lambda\,I\), which has the same minimum but does not form \(G\).

### Receiver noise is a penalty too

The measured output contains noise, and here the output supplies the regressors. Consider linear columns only, before scaling, and add white noise of variance \(s_v^2\), independent of the signal. The cross terms between signal and noise average to zero. Noise samples at different delays are uncorrelated, so

\[
\left\langle\tfrac1n(A+V)^\dagger(A+V)\right\rangle=\tfrac1nA^\dagger A+s_v^2I .
\]

The right-hand side \(A^\dagger u/n\) keeps its mean. For a long record, noise therefore acts like a ridge penalty \(s_v^2\), whether wanted or not.

A three-delay fit of a signal to itself shows the effect. Without noise the weights are \((1,0,0)\). With noise of one tenth of the signal power in the regressors, the real parts become \((0.534,0.322,0.106)\). A noise-free fit with the equivalent penalty gives \((0.537,0.324,0.100)\). For the nonlinear columns noise enters through higher powers too, and this simple equivalence does not hold.

## Why the copy works, and where

Let \(P\) denote the amplifier. Suppose first that \(F(P(u))=u\) for every admissible drive. Any reachable output has the form \(z=P(u)\), and

\[
P(F(z))=P(F(P(u)))=P(u)=z .
\]

The postdistorter is thus also a predistorter, but the argument covers reachable outputs only.

For an approximate \(F\), let \(L\) be a Lipschitz constant: \(\|P(a)-P(b)\|\le L\|a-b\|\). Taking \(a=F(z)\) and \(b=u\) gives

\[
\|P(F(z))-z\|\le L\,\|F(z)-u\| .
\]

A small fitting error therefore guarantees a small error after copying, for the same \(z\). It does not cover a new signal, whose samples may lie elsewhere.

This also suggests why the procedure is repeated. In the first pass the amplifier is driven by the wanted signal \(x\) itself, and its compressed output may not reach the peaks of \(x\). The first \(F\) must then extrapolate. Driving with \(F(x)\), recording again and refitting extends the data to the required range. It also makes the recorded output resemble \(x\), the signal to which \(F\) will be applied.

## A synthetic amplifier with a known inverse

The test amplifier consists of a filter \(h_1\), a static nonlinearity \(g\) and a filter \(h_2\). Amplitudes are in units of the output saturation amplitude, and the small-signal gain at the carrier is scaled to one. With \(r=|v|\),

\[
g(v)=\frac{v}{\sqrt{1+r^2}}\exp\!\left(\frac{i\varphi r^2}{1+r^2}\right),\qquad \varphi=0.3 .
\]

The taps are

\[
\begin{aligned}
h_1&=(0.809+0.120i,\;0.226-0.132i,\;-0.035+0.011i),\\
h_2&=(0.925-0.026i,\;0.075+0.026i).
\end{aligned}
\]

To invert \(g\), write \(z=g(v)\). Then \(|z|^2=r^2/(1+r^2)\), which is also the factor multiplying \(\varphi\) in the phase. Moreover \(1-|z|^2=1/(1+r^2)\), so

\[
g^{-1}(z)=\frac{z}{\sqrt{1-|z|^2}}\,e^{-i\varphi|z|^2},\qquad |z|<1 .
\]

The filter zeros have magnitudes of at most 0.41, inside the unit circle, so both filters have stable causal inverses. The exact inverse undoes \(h_2\), then \(g\), then \(h_1\). It serves as a benchmark and is not used in fitting. Because \(h_2\) follows the nonlinearity, the memory polynomial lacks the mixed terms found in the hand example.

### The Lipschitz constant

Put \(q=1+r^2\). The output magnitude is \(R=rq^{-1/2}\), with \(R'=q^{-3/2}\), and the phase shift \(\psi=\varphi r^2/q\) has \(\psi'=2\varphi r/q^2\). A radial step \(dr\) changes the output by \(R'dr\) radially and \(R\psi'dr\) tangentially. A tangential step \(r\,d\theta\) gives the tangential change \((R/r)\,r\,d\theta\). The derivative matrix is

\[
D=\begin{pmatrix}q^{-3/2}&0\\2\varphi r^2q^{-5/2}&q^{-1/2}\end{pmatrix}.
\]

Let \(s_1,s_2\) be the eigenvalues of \(D^TD\). Their product is \(q^{-4}\le1\), and their sum is the sum of the squared entries of \(D\). Using \(r^2=q-1\),

\[
(1-s_1)(1-s_2)=1-\frac1q-\frac1{q^3}+\frac1{q^4}-\frac{4\varphi^2r^4}{q^5}
=\frac{r^4}{q^5}\left[q(q^2+q+1)-4\varphi^2\right].
\]

The bracket is at least \(3-4\varphi^2=2.64\). The two factors on the left thus have the same sign or vanish, and with \(s_1s_2\le1\) neither eigenvalue can exceed one. At \(r=0\) both equal one. Integrating \(D\) along the straight line between two inputs shows that \(g\) never increases their distance.

A filter increases the norm of a periodic signal by at most the maximum of its frequency response. Therefore \(L=\max|H_1|\max|H_2|=1.070\).

## Signals and adjacent-channel power

The signal has 900 random four-phase carriers, spaced by 20 kHz, in a band \(B=18\) MHz. Repeated clipping and filtering reduces its peaks. The rms amplitude is 0.30, and the largest test peak is 0.680, or 7.1 dB above rms. Channels are spaced by \(\Delta=20\) MHz. The adjacent-channel power ratio, ACPR, is the power in the worse neighbouring channel divided by that in the main one, each measured over 18 MHz.

An odd term \(x|x|^{2k}\) multiplies \(2k+1\) factors, and its spectrum fills \((2k+1)B\). The ninth-order term needs 162 MHz, just within the sampling rate of 163.84 MHz.

### An estimate before correction

For small \(r\), \((1+r^2)^{-1/2}\approx1-r^2/2\) and the phase factor is \(1+i\varphi r^2\). Hence \(g(v)\approx v+\kappa v|v|^2\), with \(\kappa=-0.5+0.3i\). Ignore the filters and let \(x\) be complex Gaussian with power \(S\) and autocorrelation \(\rho\). Summing over all pairings of factors gives the autocorrelation of \(x|x|^2\) as

\[
4S^2\rho+2|\rho|^2\rho .
\]

The first part belongs to \(2Sx\), an undistorted copy of the signal. The second belongs to a distortion \(d\) uncorrelated with \(x\), of power \(2S^3\). Its spectrum is the convolution of three flat bands.

The share \(\eta\) of \(d\) in one adjacent channel is the probability that three independent frequencies, uniform on \([-B/2,B/2]\), sum to more than \(\Delta-B/2\). The upper channel edge, 29 MHz, lies beyond the largest sum, 27 MHz. Measured from the upper band edge, the three shortfalls must add to less than \(3B/2-(\Delta-B/2)=2B-\Delta=16\) MHz. This is less than \(B\), so the allowed region is a complete corner of the cube:

\[
\eta=\frac{(2B-\Delta)^3}{6B^3}=\frac{16^3}{6\times18^3}=0.117 .
\]

Neglecting the distortion inside the main channel,

\[
\mathrm{ACPR}\approx10\log_{10}\frac{2|\kappa|^2S^2\eta}{|1+2\kappa S|^2}.
\]

For an unclipped signal with \(S=0.09\) and a pure cubic coefficient \(-0.2+0.1i\), this gives −39.9 dBc; the spectrum computed directly gives −39.8 dBc. For the amplifier's \(\kappa\), the numerator is \(2\times0.34\times0.0081\times0.117=6.4\times10^{-4}\) and the denominator 0.831, which yields −31.1 dBc. The full amplifier gives −34.8 dBc. The estimate omits peak reduction, higher orders and filters; their separate contributions were not determined.

## Fitting, choosing and testing

Two symbols of 50 µs train the weights, two others choose \(\lambda\), and six more give the final figures. Each capture has noise 45 dB below the signal. Averaging 16 captures lowers this by \(10\log_{10}16=12\) dB, to −57 dB.

Three passes were run for each \(\lambda\). On the validation symbols the ACPR was −75.96 dBc without a penalty, −75.87 at \(10^{-6}\), −74.80 at \(10^{-5}\) and −54.14 at \(10^{-3}\). The rule was to take the largest penalty within 0.5 dB of the best result, which selects \(10^{-6}\).

Regularization thus brings no measurable gain here, and too much of it does harm.

With \(\lambda=10^{-6}\) fixed, the passes gave:

| Pass | Peak of capture | Test ACPR |
|---|---:|---:|
| 1 | 0.561 | −68.7 dBc |
| 2 | 0.679 | −76.1 dBc |
| 3 | 0.680 | −76.4 dBc |

The training signal has a peak of 0.680. The first capture falls short of it, and the second nearly reaches it. Wider coverage alone does not explain the improvement: a stronger uncorrected drive also raises the peak of the capture, but a single fit to it remains near the result of pass 1. In the second pass the capture also resembles the wanted signal, so the fit is made on nearly the waveform that \(F\) will receive.

The final improvement is \(76.37-34.83=41.5\) dB. These digits belong to one random draw of signals and noise. Other draws give final values between about −75.5 and −76.2 dBc and improvements near 41 dB, and the result of the first pass can move by about 2 dB. A memoryless predistorter, fitted with the same penalty and number of passes after removal of the best common delay, reaches −56.3 dBc. Memory terms therefore account for a further 20 dB in this amplifier. The peak drive is 0.939, against 0.938 for the exact inverse.

The comparison before and after correction holds the wanted signal fixed, not the output power. The mean output rises from 3.08 to 3.60 W because compression is removed, so the lower ACPR was not bought by reducing power.

The error bound can be read on the last training drive. The postdistorter error has norm 0.0391, so the copied error may be at most \(1.070\times0.0391=0.0418\). It is 0.0285. Over 16,384 samples this is an rms error of \(0.0285/128=2.2\times10^{-4}\). On the test symbols the total error is −62.4 dB relative to the wanted signal. ACPR is lower because it counts only the part in one adjacent channel.

Short records were tried as well: twelve windows of 300 samples, or 1.83 µs, from the last capture. The median test ACPR was −67.2 dBc both without a penalty and with the penalty chosen on validation data. Shorter data cost about 9 dB here, and 7 to 11 dB for other random draws; regularization did not recover it. A different basis, noise level or signal could change this outcome.

## What a real amplifier would change

The parameters are round values in the regime of a transistor amplifier for a base station. A saturated power of 40 W and a mean output of 3.6 W (35.6 dBm) are plausible for such a device. A common requirement for base stations is roughly −45 dBc. The corrected −76 dBc is far below it and should not be expected from hardware: this amplifier has smooth compression, a memory of a few samples and constant parameters, and its output peaks stay more than 3 dB below saturation. Operation closer to saturation, often chosen for efficiency, makes the correction markedly worse even after refitting.

The following effects were introduced one at a time with the predistorter frozen. Their sizes are rough assumptions.

| Change | Test ACPR |
|---|---:|
| Saturated power down 0.4 dB at fixed small-signal gain (40 K heating) | −53.9 dBc |
| Modulator image at −40 dB | −64.9 dBc |
| 12-bit converter, full scale ±1.5 | −69.3 dBc |
| Wanted signal raised by 1 dB | −71.5 dBc |
| Slow trapping, 5 % mean gain loss applied to the output, 10 µs | −75.8 dBc |

The first entry can be estimated. If the saturation amplitude changes by a factor \(a\) at fixed small-signal gain, the output is \(aP(u/a)\), and the cubic coefficient becomes \(\kappa/a^2\). A loss of 0.4 dB means \(1/a^2=10^{0.04}=1.096\). About 9.6 % of the cubic distortion is then left uncancelled, which is \(20\log_{10}0.096=-20\) dB relative to the uncorrected level. This predicts about −55 dBc, close to the computed value. The assumption of fixed gain matters, because heating usually lowers the small-signal gain as well. What counts is the shift of the compression relative to the drive. If the gain also falls by 0.4 dB, the output is merely scaled and the ACPR stays near −76 dBc; gain losses of 0.2 and 0.8 dB give about −60 and −54 dBc. For the sizes and models chosen here, the loss of saturated power raises the ACPR more than the other changes in the table, and refitting as the device warms is the natural remedy if the change is slow compared with the refit.

Trapping is modelled here as a slowly varying factor on the output, which leaves the compression unchanged. In this form it hardly alters ACPR, but the total error is −52.0 dB (about 1 dB higher for other random signals) even after the best constant gain is removed. The gain follows the envelope power through a filter of bandwidth \(1/(2\pi\times10\,\mu\mathrm{s})\approx16\) kHz. It mainly spreads power close to each carrier, whereas the measured neighbouring channel begins 2 MHz beyond the band. A good ACPR alone therefore does not establish good signal quality. The modulator image makes the same point, with a total error of −40.7 dB. The mild ACPR is a property of this trapping model, not of trapping in real transistors. The same 5 % loss applied before the compression, or to the saturation amplitude, gives about −53 dBc, as bad as the first entry of the table. Fast capture with slow release, applied to the output, gives about −67 dBc.

Some other limits were checked as well. Refitting without receiver noise gives −76.9 dBc, and refitting with single captures −73.1 dBc. Doubling the simulation rate leaves −76.4 dBc unchanged, so aliasing does not set the result. Thermal noise, for a gain of 14 dB and a noise figure of 5 dB, lies at −118 dBc. Load changes, ageing and the abrupt gain changes of amplifiers with several transistors are not included; they call for a new fit and possibly for mixed-delay terms. The numerical output below lists the remaining values. Its line "drive 1 dB above training" refers to the wanted signal \(x\), which is raised by 1 dB before predistortion, not to the amplifier drive \(u\).

## Computed values

```
sampling rate 163.84 MHz, occupied band 18 MHz
channel spacing 20 MHz, symbol period 50 us
symbols: train 2, validation 2, test 6
test signal: rms 0.30, peak 0.680 (saturation = 1)
test peak-to-average ratio 7.10 dB
input taps [ 0.8086+0.1203j  0.2262-0.1316j -0.0347+0.0114j]
output taps [0.9252-0.0257j 0.0748+0.0257j]
largest filter zeros: input 0.409, output 0.085
largest static stretch 1.0000, Lipschitz constant 1.0702
postdistorter error norm 0.0391, after copying 0.0285
adjacent share of cubic distortion 0.1171
cubic test ACPR: direct -39.78, formula -39.91 dBc
cubic estimate for this amplifier -31.10 dBc
noise-fitted linear taps [0.534+0.005j 0.322-0.001j 0.106-0.004j]
ridge-fitted linear taps [0.537+0.j 0.324-0.j 0.1  -0.j]
capture noise: one -45.0 dB, mean of 16 -57.0 dB
lam 0e+00: validation ACPR -75.96 dBc, weight norm 0.39
lam 1e-10: validation ACPR -75.96 dBc, weight norm 0.39
lam 1e-08: validation ACPR -75.96 dBc, weight norm 0.39
lam 1e-07: validation ACPR -75.95 dBc, weight norm 0.39
lam 1e-06: validation ACPR -75.87 dBc, weight norm 0.38
lam 1e-05: validation ACPR -74.80 dBc, weight norm 0.36
lam 1e-04: validation ACPR -68.44 dBc, weight norm 0.34
lam 1e-03: validation ACPR -54.14 dBc, weight norm 0.31
chosen lam 1e-06, complex coefficients 25
training target peak 0.680
pass 1: capture peak 0.561, test ACPR -68.73 dBc
pass 2: capture peak 0.679, test ACPR -76.08 dBc
pass 3: capture peak 0.680, test ACPR -76.37 dBc
test ACPR without predistortion -34.83 dBc
test ACPR, memoryless predistorter -56.34 dBc
test ACPR, memory polynomial -76.37 dBc
training ACPR, memory polynomial -76.10 dBc
test error: before -23.07 dB (best gain), after -62.41 dB
peak drive: fitted 0.939, exact 0.938
mean output: before 3.079 W, after 3.600 W = 35.56 dBm
short record 300 samples = 1.83 us
short, lam 0: residual -54.7 dB, test ACPR -67.17 dBc
short, lam 1e-07: residual -54.7 dB, test ACPR -67.19 dBc
refit: no noise -76.85 dBc, single capture -73.09 dBc
trapping 5 %, 10 us: ACPR -75.80 dBc
trapping: error after best gain -52.03 dB
heating 40 K, 0.4 dB less saturated power: -53.85 dBc
12-bit converter: -69.29 dBc
modulator image at -40 dB: ACPR -64.93 dBc, error -40.66 dB
doubled sampling rate: -76.37 dBc
drive 1 dB above training: -71.50 dBc
thermal noise (gain 14 dB, noise figure 5 dB): -118.0 dBc
```
